# The Hall factor from an energy-dependent relaxation time

## Definitions and conventions

Carriers of one type, with charge $q$ (sign included), density $n$ and effective mass $m$, occupy an isotropic parabolic band with energy $\varepsilon=\hbar^2k^2/2m$ and velocity $\mathbf v=\hbar\mathbf k/m$. The magnetic field is $\mathbf B=B\hat{\mathbf z}$, and the electric field $\mathbf E$ and the current density $\mathbf J$ lie in the $xy$ plane. The signed cyclotron frequency is $\omega=qB/m$. The Hall coefficient and the Hall factor $r$ are defined by

$$R_H=\frac{E_y}{J_xB}\Big|_{J_y=0}=\frac{r}{nq}.$$

For electrons $q=-e$ and $R_H<0$. With $f_0$ the Fermi function and $f_0'=df_0/d\varepsilon$, the mean used throughout is

$$\langle X\rangle=\frac{\int_0^\infty X(\varepsilon)\,\varepsilon^{3/2}(-f_0')\,d\varepsilon}{\int_0^\infty \varepsilon^{3/2}(-f_0')\,d\varepsilon}.$$

This is not the plain average over carriers, whose weight would be $\varepsilon^{1/2}f_0$. I write $x=\varepsilon/kT$, where $k$ next to $T$ is Boltzmann's constant and elsewhere the wave number.

The weak-field result is $r=\langle\tau^2\rangle/\langle\tau\rangle^2$, with $\tau(\varepsilon)$ the relaxation time defined next.

## Relaxation time and Boltzmann equation

Let scattering be elastic, with a rate $W(\theta)$ per solid angle that depends only on $\varepsilon$ and the scattering angle $\theta$. Take a deviation $f_1=f-f_0$ of the form $\mathbf v\cdot\mathbf A(\varepsilon)$. Scattering preserves $\varepsilon$, and averaging the final velocity over the azimuth around $\mathbf v$ leaves $\mathbf v\cos\theta$. The collision term is therefore

$$\int W(\theta)\,[\mathbf v\cos\theta-\mathbf v]\cdot\mathbf A\,d\Omega=-\frac{f_1}{\tau},\qquad \frac1\tau=\int W(\theta)(1-\cos\theta)\,d\Omega .$$

If several such mechanisms act, their rates $1/\tau$ add at each energy before any averaging.

In a uniform steady state the force $q(\mathbf E+\mathbf v\times\mathbf B)$ balances the collisions. Since $\nabla_kf_0=\hbar\mathbf v f_0'$ and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, the magnetic force does not act on $f_0$. To first order in $\mathbf E$,

$$q\,\mathbf E\cdot\mathbf v\,f_0'+\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_kf_1=-\frac{f_1}{\tau}.$$

Insert $f_1=(-f_0')\,q\,\mathbf v\cdot\mathbf G(\varepsilon)$. Derivatives of the energy-dependent factors point along $\mathbf v$ and drop out of the magnetic term. What remains is $\nabla_k(\mathbf v\cdot\mathbf G)\to(\hbar/m)\mathbf G$. With $(\mathbf v\times\mathbf B)\cdot\mathbf G=-\mathbf v\cdot(\mathbf G\times\mathbf B)$, division by $q(-f_0')$ gives

$$-\mathbf v\cdot\mathbf E-\frac qm\mathbf v\cdot(\mathbf G\times\mathbf B)=-\frac{\mathbf v\cdot\mathbf G}{\tau}.$$

This must hold for every direction of $\mathbf v$, so

$$\mathbf G=\tau\mathbf E+\frac{q\tau}{m}\mathbf G\times\mathbf B .$$

Each energy shell obeys a Drude equation with its own $\tau$. For any in-plane vector let $G_+=G_x+iG_y$. Because $\mathbf G\times\mathbf B=B(G_y,-G_x)$, its complex form is $-iBG_+$, and

$$G_+=\frac{\tau}{1+i\omega\tau}E_+ .$$

## Current and Hall coefficient

The current density is $\mathbf J=q\sum\mathbf v f_1$, summed over states per volume including spin. The angular average of $v_iv_j$ is $\delta_{ij}v^2/3=\delta_{ij}\,2\varepsilon/3m$. With density of states $g=A\sqrt\varepsilon$,

$$\mathbf J=\frac{2q^2}{3m}\int_0^\infty A\,\varepsilon^{3/2}(-f_0')\,\mathbf G\,d\varepsilon .$$

Integration by parts, with vanishing boundary terms, gives

$$n=\int_0^\infty A\sqrt\varepsilon f_0\,d\varepsilon=\frac23\int_0^\infty A\,\varepsilon^{3/2}(-f_0')\,d\varepsilon .$$

Hence $\mathbf J=(nq^2/m)\langle\mathbf G\rangle$, which is where the weight comes from. Define

$$S_j=\Big\langle\frac{\tau^j}{1+\omega^2\tau^2}\Big\rangle,\qquad Z=\Big\langle\frac{\tau}{1+i\omega\tau}\Big\rangle=S_1-i\omega S_2 .$$

Then $J_+=(nq^2/m)ZE_+$. Setting $J_y=0$ and inverting,

$$E_x+iE_y=\frac{m}{nq^2}\,\frac{S_1+i\omega S_2}{S_1^2+\omega^2S_2^2}\,J_x .$$

Since $m\omega/(nq^2)=B/(nq)$, the imaginary part yields, at any field within this model,

$$r=\frac{S_2}{S_1^2+\omega^2S_2^2}.$$

As $\omega\to0$, $S_j\to m_j\equiv\langle\tau^j\rangle$, and

$$r_0=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=1+\frac{\langle\tau^2\rangle-\langle\tau\rangle^2}{\langle\tau\rangle^2}.$$

The excess over one is the relative variance of $\tau$. The ordinary current is linear in $\tau$ and the magnetic deflection is quadratic, so long-lived carriers count more in the Hall response.

For the first field correction, use the identities $S_1=m_1-\omega^2S_3$ and $S_2=m_2-\omega^2S_4$. If $m_4$ is finite, $S_3\to m_3$ and $S_4\to m_4$, so

$$r\simeq\frac{m_2-\omega^2m_4}{m_1^2+\omega^2(m_2^2-2m_1m_3)}\simeq r_0\left[1-c\,(\omega m_1)^2\right],$$

$$c=\frac{m_4}{m_2m_1^2}-\frac{2m_3}{m_1^3}+\frac{m_2^2}{m_1^4}.$$

## The two scattering laws

**Acoustic phonons.** For deformation-potential coupling to a phonon of wave number $Q$ and frequency $c_sQ$, the squared matrix element is proportional to $Q^2N_Q/(c_sQ)$. The factor $Q^2$ comes from the strain and $1/(c_sQ)$ from the squared vibration amplitude. For $\hbar c_sQ\ll kT$ the occupation is $N_Q\simeq kT/(\hbar c_sQ)$, and all powers of $Q$ cancel. Emission and absorption are then equal to leading order. If the phonon energy is also small compared with $\varepsilon$, scattering is nearly elastic and isotropic. Its rate follows the density of final states, so $1/\tau\propto\sqrt\varepsilon$ and $\tau\propto\varepsilon^{-1/2}$.

**Ionized impurities.** In the Born approximation, a Coulomb centre screened with inverse length $q_s$ has a matrix element proportional to $1/(Q^2+q_s^2)$, with $Q^2=2k^2(1-\cos\theta)$. For a weakly screened centre the Born approximation needs $ka_B\gg1$, where $a_B=4\pi\kappa\varepsilon_{\rm vac}\hbar^2/(me^2)$ is the effective Bohr radius in a medium of relative permittivity $\kappa$ and $\varepsilon_{\rm vac}$ is the vacuum permittivity; within it, attractive and repulsive centres scatter alike. Assume independent centres. The density of final states supplies a factor $k$. With $u=1-\cos\theta$ and then $y=2k^2u$,

$$\frac1\tau\propto k\int_0^2\frac{u\,du}{(2k^2u+q_s^2)^2}=\frac{k}{4k^4}\int_0^{4k^2}\frac{y\,dy}{(y+q_s^2)^2}.$$

An antiderivative of the last integrand is $\ln(y+q_s^2)+q_s^2/(y+q_s^2)$. Therefore

$$\frac1\tau\propto\frac{L(b)}{k^3},\qquad L(b)=\ln(1+b)-\frac{b}{1+b},\qquad b=\frac{4k^2}{q_s^2}\propto\varepsilon .$$

Freezing $L$ at a constant gives $\tau\propto\varepsilon^{3/2}$. This step is an approximation, and the value $315\pi/512$ depends on it.

## Maxwell statistics

For a dilute gas $-f_0'\propto e^{-x}$. Let $\tau=\tau_0x^s$. The definition of the gamma function gives

$$\langle x^p\rangle=\frac{\Gamma(5/2+p)}{\Gamma(5/2)},\qquad r_0=\frac{\Gamma(5/2+2s)\,\Gamma(5/2)}{\Gamma(5/2+s)^2},\qquad s>-\tfrac54 .$$

The restriction on $s$ keeps $\langle\tau^2\rangle$ finite. With $\Gamma(3/2)=\sqrt\pi/2$, $\Gamma(5/2)=3\sqrt\pi/4$ and $\Gamma(11/2)=945\sqrt\pi/32$,

$$s=-\tfrac12:\quad r_0=\frac{(\sqrt\pi/2)(3\sqrt\pi/4)}{\Gamma(2)^2}=\frac{3\pi}{8}\simeq1.178,$$

$$s=\tfrac32:\quad r_0=\frac{(945\sqrt\pi/32)(3\sqrt\pi/4)}{\Gamma(4)^2}=\frac{2835\pi}{128\cdot36}=\frac{315\pi}{512}\simeq1.933 .$$

With $L$ retained, write $b=b_1x$. For large $b_1$, $L\simeq\ln b_1+\ln x-1$. Its relative variation with energy is of order $1/\ln b_1$, so the approach to $315\pi/512$ is logarithmic. Even at $b_1=10^6$ the computed factor is 1.839, about 5% below the limit.

At small $b$, $L\simeq b^2/2$, which turns $\varepsilon^{3/2}/L$ into $\varepsilon^{-1/2}$. A strongly screened centre scatters isotropically and gives $3\pi/8$. Between the limits the logarithmic slope of $\tau$ runs from $-1/2$ to $3/2$ and passes through zero, so $\tau$ has a minimum as a function of energy. When that flat region lies among the energies that carry the current, $r_0$ can fall below both limiting values. The minimum of $\tau$, where $b^2/(1+b)^2=\tfrac32L(b)$, lies at $b\simeq0.57$. At $b_1=0.3$, which puts it near $x\simeq1.9$, the factor is 1.017; at $b_1=1$ it is 1.117.

## Degeneracy

Let $\mu$ be the chemical potential, with $\mu\gg kT$, and $y=(\varepsilon-\mu)/kT$. The factor $-f_0'$ becomes the even distribution $p(y)=e^y/(e^y+1)^2$. Integrating by parts and expanding in $e^{-y}$,

$$\int_{-\infty}^{\infty}y^2p\,dy=4\int_0^\infty\frac{y\,dy}{e^y+1}=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

The extra weight $\varepsilon^{3/2}$ changes this variance only beyond leading order. For smooth $\tau$,

$$\tau\simeq\tau(\mu)\left[1+\lambda\frac{kT}{\mu}y\right],\qquad \lambda=\frac{d\ln\tau}{d\ln\varepsilon}\Big|_{\mu},$$

and the relative variance of $\tau$ is, to leading order,

$$r_0-1\simeq\frac{\pi^2}{3}\lambda^2\left(\frac{kT}{E_F}\right)^2 .$$

Here $\mu$ has been replaced by the Fermi energy $E_F$, which is allowed at this order. Physically, only carriers near one energy respond, and they share nearly one relaxation time. For $\lambda=3/2$ and $\mu/kT=40$ the formula gives an excess of 0.0046, as does direct integration. At $\mu/kT=5$ the computed factors are 1.028 for $s=-1/2$ and 1.196 for $s=3/2$, whereas the formula, evaluated with $\mu$ in place of $E_F$, gives 1.033 and 1.296. It overestimates the excess $r_0-1$ by about 18% and 51%, so at this degeneracy the integral is needed.

## Dependence on magnetic field

**Lower bound.** Put $\vartheta=\arctan(\omega\tau)$. Then $\omega S_1=\langle\sin\vartheta\cos\vartheta\rangle$ and $\omega^2S_2=\langle\sin^2\vartheta\rangle$. Substitution, with $1-\langle\sin^2\vartheta\rangle=\langle\cos^2\vartheta\rangle$, gives

$$r-1=\frac{\langle\sin^2\vartheta\rangle\langle\cos^2\vartheta\rangle-\langle\sin\vartheta\cos\vartheta\rangle^2}{\langle\sin^2\vartheta\rangle^2+\langle\sin\vartheta\cos\vartheta\rangle^2}\ge0 .$$

The numerator is non-negative by the Cauchy–Schwarz inequality, and for $B\neq0$ it vanishes only if $\tau$ is constant over the weighted energies. Thus $r\ge1$ at every field in this model.

**Fall with field.** Replace the energy integral by $N$ distinct rates $\nu_1<\dots<\nu_N$, $\nu=1/\tau$, with weights $w_i>0$ that sum to one. Then $Z=\Phi(i\omega)$ with

$$\Phi(z)=\sum_i\frac{w_i}{\nu_i+z}.$$

On the real axis $\Phi'<0$, and between neighbouring poles $\Phi$ runs from $+\infty$ to $-\infty$. Each gap therefore holds one zero, $z=-u_k$. These are all $N-1$ zeros, because the numerator has degree $N-1$. At large $z$, $1/\Phi=z+\langle\nu\rangle+O(1/z)$, and the residue of $1/\Phi$ at $-u_k$ is $1/\Phi'(-u_k)\equiv-\rho_k$. Partial fractions give

$$\frac1{\Phi(z)}=z+\langle\nu\rangle-\sum_k\frac{\rho_k}{u_k+z},\qquad \frac1{\rho_k}=\sum_i\frac{w_i}{(\nu_i-u_k)^2}>0 .$$

The inversion above shows that $r=\mathrm{Im}[1/Z]/\omega$, so

$$r=1+\sum_k\frac{\rho_k}{u_k^2+\omega^2}.$$

Every term falls as $|\omega|$ grows. Refining the discretization carries this over to the continuum: $r$ never rises with $|B|$.

**Strong field.** For $|\omega|\tau\gg1$, $\langle\sin^2\vartheta\rangle\to1$ and $\langle\sin\vartheta\cos\vartheta\rangle\to\langle\nu\rangle/\omega$. If $\langle\nu^2\rangle$ is finite, $\langle\cos^2\vartheta\rangle\to\langle\nu^2\rangle/\omega^2$, and

$$r-1\to\frac{\langle\nu^2\rangle-\langle\nu\rangle^2}{\omega^2}.$$

For acoustic scattering $\nu=x^{1/2}/\tau_0$. In a dilute gas $\langle x\rangle=5/2$ and $\langle x^{1/2}\rangle=8/(3\sqrt\pi)$, so

$$r-1\to\frac{5/2-64/(9\pi)}{(\omega\tau_0)^2}\simeq\frac{0.236}{(\omega\tau_0)^2}.$$

For $s=3/2$, $\nu^2\propto x^{-3}$ and $\langle\nu^2\rangle$ diverges at low energy. Slow carriers scatter so fast that they do not reach $|\omega|\tau\gg1$. Let $\beta=|\omega|\tau_0$ and $x=\beta^{-2/3}y$. The exponential tends to one over the range that matters, and

$$\langle\cos^2\vartheta\rangle=\frac1{\Gamma(5/2)}\int_0^\infty\frac{x^{3/2}e^{-x}}{1+\beta^2x^3}dx\to\frac{\beta^{-5/3}}{\Gamma(5/2)}\int_0^\infty\frac{y^{3/2}}{1+y^3}dy .$$

With $t=y^3$ the last integral is $\frac13\int_0^\infty t^{-1/6}(1+t)^{-1}dt=\frac13\pi/\sin(5\pi/6)=2\pi/3$. Since $\langle\nu\rangle$ is finite, the subtracted square is of order $\beta^{-2}$, and

$$r-1\to\frac{8\sqrt\pi}{9}\,\beta^{-5/3}.$$

The corrections are smaller by only $\beta^{-1/3}$. The subtracted square contributes $-\frac{16}{9\pi}\beta^{-2}$. The exponential, set to one above, contributes a larger term, $\frac{\Gamma(-1/2)}{\Gamma(5/2)}\beta^{-2}=-\frac83\beta^{-2}$. Together they lower the law by a fraction of about $2.05\,\beta^{-1/3}$, and at $\beta=10^3$ the true excess is only 0.81 of it, so this law needs extremely large $\beta$. It is a property of the pure power law, that is, of the frozen logarithm. The carriers that produce it have $x\sim\beta^{-2/3}$, and once $b_1x\lesssim1$ there, the screened $\tau$ turns over to $\varepsilon^{-1/2}$. With $L$ retained, $\langle\nu^2\rangle$ is finite and the $\omega^{-2}$ law holds at the highest fields.

The semiclassical treatment also requires $\hbar|\omega|\ll kT$ in a dilute gas, so that Landau quantization is negligible. A strong-field window exists only if $\langle\tau\rangle\gg\hbar/kT$.

## Worked example

Take a model n-type semiconductor with $m=0.2\,m_e$, $n=10^{16}\ \mathrm{cm^{-3}}$, $T=300$ K and relative permittivity $\kappa=12$. Assign $\langle\tau\rangle=1$ ps to each mechanism in turn; this value is chosen, not computed from an impurity density. The drift mobility is $e\langle\tau\rangle/m=8794\ \mathrm{cm^2/(V\,s)}$.

For the screened case, a potential $\phi$ changes the density of a dilute gas by $-nq\phi/kT$. Poisson's equation then gives $q_s^2=nq^2/(\kappa\varepsilon_{\rm vac}kT)$, with $\varepsilon_{\rm vac}$ the vacuum permittivity. The screening length is 41.4 nm, and $b_1=8mkT/(\hbar^2q_s^2)\simeq931$.

With $1/(ne)=624.15\ \mathrm{cm^3/C}$, the acoustic Hall coefficient is

$$R_H=-1.1781\times624.15=-735.3\ \mathrm{cm^3/C}.$$

Reading the density as $1/(|R_H|e)=n/r$ gives $8.49\times10^{15}\ \mathrm{cm^{-3}}$, 15% below the true value. The Hall mobility $|R_H|\sigma=r\,e\langle\tau\rangle/m$, with $\sigma$ the zero-field conductivity, is $1.178\times8794\simeq10\,360\ \mathrm{cm^2/(V\,s)}$.

For impurities the frozen logarithm gives $r=1.933$, while the screened rate gives $r=1.752$. In the screened case $R_H=-1093.5\ \mathrm{cm^3/C}$, and the apparent density is $5.71\times10^{15}\ \mathrm{cm^{-3}}$, 43% too low. These are Born values, and the Born condition is only marginally met here: $a_B=3.2$ nm and $ka_B\simeq1.2$ at $\varepsilon=kT$. A partial-wave solution for the same screened potential gives $r\simeq1.70$ for attractive centres such as ionized donors (apparent density about 41% too low) and $r\simeq1.64$ for repulsive ones, so the digits of 1.752 describe the Born model and not the impurity. Fermi statistics at this density lower the two power-law factors by less than 0.1%.

The condition $|\omega|\langle\tau\rangle=1$ is met at 1.137 T, where $r=1.058$ (acoustic) and 1.377 (impurity, frozen logarithm). At 11.4 T, $|\omega|\langle\tau\rangle=10$ and $\hbar|\omega|/kT=0.25$; the factors are 1.001 and 1.060.

The quadratic weak-field formula has a narrow range. At $|\omega|\langle\tau\rangle=0.1$ the coefficients $c=1.388$ and $5.116$ predict relative drops of 1.4% and 5.1%, whereas the full averages give 0.9% and 3.6%. An implementation should use $S_1$ and $S_2$ whenever the field is not very small.

## Notes for implementation

Integrate on a uniform grid in $\ln x$, which resolves the power laws at low energy. In a degenerate gas the step must also not exceed about $kT/\mu$, the relative width of $-f_0'$. For $s=3/2$ and $\mu/kT=40$ or $200$, the trapezoidal rule with that step gives $r_0-1$ to about $10^{-6}$ relative, while three times that step is off by up to about 12%. Use the series $L\simeq b^2/2-2b^3/3+3b^4/4$ for small $b$, where the closed form loses digits. At strong field, where $r$ is close to one, compute $r-1$ from the $\vartheta$ formula instead of subtracting one from $r$. When $r$ is close to one only because $\tau$ hardly varies, as in a degenerate gas at $|\omega|\tau\lesssim1$, the numerator of that formula cancels just as much and nothing is gained; at $|\omega|\tau\gg1$ the $\vartheta$ formula is still the more accurate one.

The numerical check solves the Boltzmann equation with the full angular collision integral, including in-scattering, and agrees with the averaged formula within its tolerance of $10^{-5}$ in $r$ in three cases with $b_1\le0.5$. Strongly forward-peaked scattering, such as $b_1\simeq931$ in the worked example, is not covered by that check.

The formulas do not cover anisotropic or non-parabolic bands, several carrier types, or strongly inelastic scattering, for which no $\tau(\varepsilon)$ of the kind used here has been established.

## Computed results

```
m/m_e = 0.2, n = 1.0e+16 cm^-3, T = 300 K
relative permittivity 12, mean tau = 1.0 ps
drift mobility = 8794 cm^2/(V s)
n / effective band density = 0.00446
screening length = 41.41 nm
b at E = kT: 930.6
classical 1/(n e) = 624.15 cm^3/C
mechanism: r, R_H (cm^3/C), 1/(|R_H| e) (cm^-3), Hall mobility (cm^2/(V s))
  acoustic: 1.17810, -735.3, 8.488e+15, 10360
  impurity, frozen log: 1.93282, -1206.4, 5.174e+15, 16997
  impurity, screened: 1.75202, -1093.5, 5.708e+15, 15407
r with Fermi statistics at this density:
  acoustic: 1.17778
  impurity: 1.93155
<tau>/tau0, weak-field coefficient c:
  acoustic: 0.75225, 1.3879
  impurity: 4.51352, 5.1164
eta: r acoustic, r impurity
  -4: 1.17680, 1.92764
  0: 1.13490, 1.74946
  2: 1.07678, 1.46771
  5: 1.02791, 1.19571
  10: 1.00806, 1.06538
  20: 1.00205, 1.01791
  40: 1.00051, 1.00459
omega<tau>: B (T), hbar omega/kT, r acoustic, r impurity
  0.1: 0.114, 0.0025, 1.16802, 1.86266
  0.3: 0.341, 0.0076, 1.13285, 1.67029
  1.0: 1.137, 0.0255, 1.05815, 1.37716
  3.0: 3.411, 0.0764, 1.01252, 1.17546
  10.0: 11.371, 0.2546, 1.00131, 1.05951
strong-field coefficients of r - 1:
  acoustic, times (omega tau0)^-2: 0.23646
  impurity, times (omega tau0)^(-5/3): 1.57551
b at E = kT: r of screened impurities
  0.001: 1.17653
  1: 1.11697
  10: 1.49977
  100: 1.67642
  10000: 1.79534
  1e+06: 1.83887
collision integral; b1, eta, omega: r direct, r formula
  0.5, 1, 1.5: 1.0043457, 1.0043457
  0.5, -3, -0.7: 1.0121377, 1.0121377
  0.0001, 2, 1: 1.0551165, 1.0551165
direct r, isotropic, dilute, weak field: 1.17790
```
